# Why cold-grown strained films outlast their equilibrium critical thickness: a numerical check

```python
"""
Why a strained film grown cold stays strained beyond its equilibrium thickness.

Result under test: with film thickness h = h_c + s, growth rate g, and no
inherited threading arms, a relaxed strain d cannot appear before
    s = g*sqrt(2*d/(b_m*v_max*J)),
    v_max = 2*omega*b*exp(-Q_g/kT)*sinh(w0/(2kT)),  J = J0*exp(-Q_n/kT).
h_c: equilibrium critical thickness; b: Burgers length; b_m = b/2: its misfit
component; J: loops nucleated per area and time; Q_g, Q_n: glide and nucleation
barriers; w0: work of the full misfit shear stress in one jump (swept volume b^3).
The rate equation, with excess stress and back stress, is integrated numerically
and compared with this bound. Units: eV, angstrom (A), second, kelvin.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

KB = physical_constants["Boltzmann constant in eV/K"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10

# Round model parameters
mu, nu, b, alpha = 0.4, 0.25, 4.0, 4.0
misfit, detect = 0.01, 1e-4
Q_glide, Q_nuc = 2.0, 2.5
omega, site_density = 1e13, 1e-10
growth = 1.0
J0 = omega * site_density
a_lat = np.sqrt(2) * b
b_m = b / 2
sin_psi = np.sqrt(2 / 3)
schmid = sin_psi / 2
M = 2 * mu * (1 + nu) / (1 - nu)
A_line = mu * b**2 * (1 - nu / 4) / (4 * np.pi * (1 - nu))
A_loop = mu * b**2 * (2 - nu) / (8 * np.pi * (1 - nu))

# --- Elastic stress and slip geometry from tensors
lame = 2 * mu * nu / (1 - 2 * nu)
e_zz = -2 * lame * misfit / (lame + 2 * mu)
strain = np.diag([misfit, misfit, e_zz])
stress = lame * np.trace(strain) * np.eye(3) + 2 * mu * strain
assert abs(stress[2, 2]) < 1e-14
assert abs(stress[0, 0] - M * misfit) < 1e-12
normal = np.array([1, 1, 1]) / np.sqrt(3)
slip = np.array([0, 1, -1]) / np.sqrt(2)
line = np.cross(normal, [0, 0, 1])
line /= np.linalg.norm(line)
across = np.cross(line, [0, 0, 1])
assert abs(abs(slip @ line) - 0.5) < 1e-12
assert abs(abs(slip @ across) * b - b_m) < 1e-12
assert abs(abs(normal @ stress @ slip) - schmid * M * misfit) < 1e-12


# --- Logarithmic line-energy coefficient from the dislocation stress fields
def field_coefficient(angle):
    """r^2 * energy density integrated over direction; angle: Burgers to line."""
    edge, screw = b * np.sin(angle), b * np.cos(angle)

    def density(t):
        x, y = np.cos(t), np.sin(t)
        D = mu * edge / (2 * np.pi * (1 - nu))
        sxx = -D * y * (3 * x * x + y * y)
        syy = D * y * (x * x - y * y)
        sxy = D * x * (x * x - y * y)
        plane = sxx**2 + syy**2 + 2 * sxy**2 - nu * (sxx + syy)**2
        return plane / (4 * mu) + (mu * screw / (2 * np.pi))**2 / (2 * mu)
    return quad(density, 0, 2 * np.pi)[0]


assert abs(field_coefficient(np.pi / 3) / A_line - 1) < 1e-9
loop_average = quad(field_coefficient, 0, np.pi)[0] / np.pi
assert abs(loop_average / A_loop - 1) < 1e-8


# --- Equilibrium and excess stress
def line_energy(h):
    return A_line * np.log(alpha * h / b)


def equilibrium_strain(h):
    return line_energy(h) / (M * b_m * h)


def excess_stress(h, relaxed):
    force = M * (misfit - relaxed) * b_m * h - line_energy(h)
    return force * sin_psi / (b * h)


h_c = brentq(lambda h: excess_stress(h, 0), A_line / (M * misfit * b_m), 1e5)


def area_energy(relaxed, h):
    elastic = strain_energy_unit * (misfit - relaxed)**2 * h
    return elastic + 2 * relaxed / b_m * line_energy(h)


strain_energy_unit = 0.5 * np.sum(stress * strain) / misfit**2
h_ref = 1000.0
best = minimize_scalar(area_energy, bounds=(0, misfit), args=(h_ref,),
                       method="bounded", options={"xatol": 1e-10})
relaxed_eq = misfit - equilibrium_strain(h_ref)
assert abs(best.x - relaxed_eq) < 1e-7
# Below h_c the energy rises on first relaxation, above h_c it falls
assert area_energy(1e-6, 0.9 * h_c) > area_energy(0, 0.9 * h_c)
assert area_energy(1e-6, 1.1 * h_c) < area_energy(0, 1.1 * h_c)


# --- Half-loop barrier at a perfect surface
def loop_barrier(f):
    pull = b * schmid * M * f
    c = A_loop / pull
    radius = brentq(lambda R: R - c * (np.log(alpha * R / b) + 1), c, 1e5)
    height = np.pi / 2 * radius * A_loop * (np.log(alpha * radius / b) - 1)
    top = minimize_scalar(
        lambda R: -(np.pi * R * A_loop * np.log(alpha * R / b)
                    - np.pi / 2 * R**2 * pull),
        bounds=(b, 2000), method="bounded", options={"xatol": 1e-7})
    assert abs(-top.fun / height - 1) < 1e-7
    return radius, height


loops = {f: loop_barrier(f) for f in (0.01, 0.02, 0.04)}
assert min(E for R, E in loops.values()) > 10 * Q_nuc


# --- Glide velocity from forward and backward jumps
def velocity(tau, T, Qg=Q_glide):
    arg = np.clip(tau * b**3 / (2 * KB * T), -50, 50)
    return 2 * omega * b * np.exp(-Qg / (KB * T)) * np.sinh(arg)


T_test, tau_test = 800.0, 0.003
beta = 1 / (KB * T_test)
work = tau_test * b**3
forward = omega * np.exp(-beta * (Q_glide - work / 2))
backward = omega * np.exp(-beta * (Q_glide + work / 2))
n_site = 81
generator = (forward * np.eye(n_site, k=-1) + backward * np.eye(n_site, k=1)
             - (forward + backward) * np.eye(n_site))
duration = 3 / (forward + backward)
probability = expm(generator * duration)[:, n_site // 2]
drift = b * probability @ (np.arange(n_site) - n_site // 2) / duration
assert abs(drift / velocity(tau_test, T_test) - 1) < 1e-8


# --- Relaxation during growth
def nucleation(T, Qn=Q_nuc):
    return J0 * np.exp(-Qn / (KB * T))


def delay_bound(T, g=growth, rho0=0.0, Qn=Q_nuc, Qg=Q_glide):
    v_max = velocity(schmid * M * misfit, T, Qg)
    c = 2 * g * detect / (b_m * v_max)
    return 2 * c / (rho0 + np.sqrt(rho0**2 + 4 * c * nucleation(T, Qn) / g))


def grow(T, span, g=growth, rho0=0.0, Qn=Q_nuc, Qg=Q_glide, stop=False):
    """Integrate relaxed strain / detect over thickness grown beyond h_c."""
    J = nucleation(T, Qn)

    def rate(s, y):
        arms = rho0 + 2 * J * s / g
        v = velocity(excess_stress(h_c + s, y[0] * detect), T, Qg)
        return [b_m * arms * v / (2 * g * detect)]

    def reached(s, y):
        return y[0] - 1
    reached.terminal = stop
    reached.direction = 1
    sol = solve_ivp(rate, (0, span), [0.0], method="Radau", events=reached,
                    rtol=1e-7, atol=1e-9)
    assert sol.success
    return sol


def delay(T, **options):
    span = 20 * delay_bound(T, **options) + 20 * h_c
    sol = grow(T, span, stop=True, **options)
    assert len(sol.t_events[0]) == 1
    return sol.t_events[0][0]


temps = (700.0, 750.0, 800.0, 850.0, 900.0)
delays = {T: delay(T) for T in temps}
bounds = {T: delay_bound(T) for T in temps}
for T in temps:
    assert delays[T] >= bounds[T] * (1 - 1e-5)
    assert excess_stress(h_c + delays[T], detect) > 0
assert delays[700.0] / bounds[700.0] < 1.05

# Exponential slope against 1/kT, from the integrated equation
T1, T2 = 600.0, 620.0
slope = np.log(delay(T1) / delay(T2)) / (1 / (KB * T1) - 1 / (KB * T2))
half_work = schmid * M * misfit * b**3 / 2
T_mid = 2 / (1 / T1 + 1 / T2)
slope_formula = (Q_nuc + Q_glide
                 - half_work / np.tanh(half_work / (KB * T_mid))) / 2
assert abs(slope / slope_formula - 1) < 0.01

# Each barrier is a cause: lower one at a time
easy_nuc = delay(700.0, Qn=Q_nuc - 0.5)
easy_glide = delay(700.0, Qg=Q_glide - 0.5)
assert delays[700.0] / easy_nuc > 30
assert delays[700.0] / easy_glide > 30

# Inherited arms bypass nucleation; faster growth lengthens the delay
rho_dirty = 1e-8
dirty = delay(700.0, rho0=rho_dirty)
dirty_bound = delay_bound(700.0, rho0=rho_dirty)
assert dirty_bound * (1 - 1e-5) <= dirty < 0.1 * delays[700.0]
fast = delay(700.0, g=10 * growth)
assert abs(fast / delays[700.0] / 10 - 1) < 0.02

# Hot growth follows equilibrium; cold growth does not
hot = grow(1100.0, h_ref - h_c).y[0, -1] * detect
cold = grow(700.0, h_ref - h_c).y[0, -1] * detect
assert abs(hot / relaxed_eq - 1) < 0.01
assert cold < 1e-3 * relaxed_eq


# Hold the cold-grown film at fixed thickness, cold or heated
def hold(T, seconds):
    arms0 = 2 * nucleation(700.0) * (h_ref - h_c) / growth

    def rate(t, y):
        arms = arms0 + 2 * nucleation(T) * t
        v = velocity(excess_stress(h_ref, y[0] * detect), T)
        return [b_m * arms * v / (2 * detect)]
    sol = solve_ivp(rate, (0, seconds), [cold / detect], method="Radau",
                    rtol=1e-7, atol=1e-9)
    assert sol.success
    return sol.y[0, -1] * detect


hold_time = 1000.0
held_cold, held_hot = hold(700.0, hold_time), hold(900.0, hold_time)
assert held_cold < 1e-3 * relaxed_eq
assert held_hot > 0.5 * relaxed_eq

# --- People-Bean thickness and the temperatures at which kinetics meets it
pb_scale = ((1 - nu) / (1 + nu) * b**2
            / (16 * np.pi * np.sqrt(2) * a_lat * misfit**2))
h_pb = brentq(lambda h: h - pb_scale * np.log(h / b), pb_scale, 1e6)
film_energy = 0.5 * np.sum(stress * strain) * h_pb
screw_energy = field_coefficient(0.0) * np.log(h_pb / b)
assert abs(film_energy / (screw_energy / (2 * np.sqrt(2) * a_lat)) - 1) < 1e-8
cross = {g: brentq(lambda T: np.log((h_c + delay(T, g=g)) / h_pb),
                   750, 1000, xtol=0.01) for g in (1.0, 10.0)}
assert cross[10.0] > cross[1.0] + 5

# --- Numbers for the text
print(f"shear modulus = {mu:.2f} eV/A^3; Poisson ratio = {nu:.2f}")
print(f"Burgers length = {b:.1f} A; core parameter alpha = {alpha:.1f}")
print(f"misfit = {misfit:.3f}; detectable relaxed strain = {detect:.1e}")
print(f"glide barrier = {Q_glide:.2f} eV; nucleation = {Q_nuc:.2f} eV")
print(f"attempt rate = {omega:.1e} 1/s; sources = {site_density:.1e} 1/A^2")
print(f"growth rate = {growth:.1f} A/s")
print(f"biaxial modulus M = {M:.4f} eV/A^3")
print(f"misfit stress = {M*misfit:.5f} eV/A^3")
print(f"resolved shear stress = {schmid*M*misfit:.6f} eV/A^3")
print(f"line coefficient A = {A_line:.4f} eV/A; loop A' = {A_loop:.4f} eV/A")
print(f"equilibrium critical thickness h_c = {h_c:.1f} A")
for f, (R, E) in loops.items():
    print(f"perfect surface, misfit {f:.2f}: R_c = {R:.1f} A, E* = {E:.1f} eV")
print(f"depth of critical loop at misfit 0.01 = {loops[0.01][0]*sin_psi:.1f} A")
print(f"unrelaxed film at {h_ref:.0f} A: excess stress = "
      f"{excess_stress(h_ref, 0):.6f} eV/A^3")
print(f"equilibrium relaxed strain at {h_ref:.0f} A = {relaxed_eq:.5f}")
print(f"half work of full shear stress per jump = {half_work:.4f} eV")
for T in temps:
    print(f"T = {T:.0f} K: kT = {KB*T:.5f} eV; J = {nucleation(T):.3e} 1/(A^2 s);"
          f" v_max = {velocity(schmid*M*misfit, T):.3e} A/s")
for T in temps:
    print(f"T = {T:.0f} K: delay bound = {bounds[T]:.4g} A; integrated delay = "
          f"{delays[T]:.4g} A; kinetic thickness = {h_c+delays[T]:.4g} A")
print(f"kinetic thickness at 800 K = {(h_c+delays[800.0])/BOHR:.4g} bohr")
print(f"slope of ln(delay) vs 1/kT, 600-620 K: integrated = {slope:.4f} eV")
print(f"slope of ln(delay) vs 1/kT: formula = {slope_formula:.4f} eV")
print(f"700 K, nucleation barrier lowered 0.5 eV: delay = {easy_nuc:.4g} A")
print(f"700 K, glide barrier lowered 0.5 eV: delay = {easy_glide:.4g} A")
print(f"700 K, inherited arms {rho_dirty:.1e} 1/A^2: delay = {dirty:.4g} A; "
      f"bound = {dirty_bound:.4g} A")
print(f"700 K, growth 10 A/s: delay = {fast:.4g} A")
print(f"relaxed strain at {h_ref:.0f} A, grown at 700 K = {cold:.3e}")
print(f"relaxed strain at {h_ref:.0f} A, grown at 1100 K = {hot:.5f}")
print(f"cold-grown film held {hold_time:.0f} s at 700 K: relaxed = "
      f"{held_cold:.3e}")
print(f"cold-grown film held {hold_time:.0f} s at 900 K: relaxed = "
      f"{held_hot:.5f}")
print(f"fraction of equilibrium relaxation after 900 K hold = "
      f"{held_hot/relaxed_eq:.3f}")
print(f"People-Bean thickness = {h_pb:.1f} A")
for g, T in cross.items():
    print(f"kinetic = People-Bean thickness at {T:.1f} K for growth {g:.0f} A/s")
print("ALL CHECKS PASSED")
```

Output:

```
shear modulus = 0.40 eV/A^3; Poisson ratio = 0.25
Burgers length = 4.0 A; core parameter alpha = 4.0
misfit = 0.010; detectable relaxed strain = 1.0e-04
glide barrier = 2.00 eV; nucleation = 2.50 eV
attempt rate = 1.0e+13 1/s; sources = 1.0e-10 1/A^2
growth rate = 1.0 A/s
biaxial modulus M = 1.3333 eV/A^3
misfit stress = 0.01333 eV/A^3
resolved shear stress = 0.005443 eV/A^3
line coefficient A = 0.6366 eV/A; loop A' = 0.5942 eV/A
equilibrium critical thickness h_c = 112.8 A
perfect surface, misfit 0.01: R_c = 166.9 A, E* = 641.6 eV
perfect surface, misfit 0.02: R_c = 72.0 A, E* = 220.2 eV
perfect surface, misfit 0.04: R_c = 30.0 A, E* = 67.3 eV
depth of critical loop at misfit 0.01 = 136.3 A
unrelaxed film at 1000 A: excess stress = 0.004546 eV/A^3
equilibrium relaxed strain at 1000 A = 0.00835
half work of full shear stress per jump = 0.1742 eV
T = 700 K: kT = 0.06032 eV; J = 1.002e-15 1/(A^2 s); v_max = 2.854e+00 A/s
T = 750 K: kT = 0.06463 eV; J = 1.588e-14 1/(A^2 s); v_max = 2.144e+01 A/s
T = 800 K: kT = 0.06894 eV; J = 1.781e-13 1/(A^2 s); v_max = 1.251e+02 A/s
T = 850 K: kT = 0.07325 eV; J = 1.504e-12 1/(A^2 s); v_max = 5.926e+02 A/s
T = 900 K: kT = 0.07756 eV; J = 1.001e-11 1/(A^2 s); v_max = 2.361e+03 A/s
T = 700 K: delay bound = 1.87e+05 A; integrated delay = 1.892e+05 A; kinetic thickness = 1.893e+05 A
T = 750 K: delay bound = 1.714e+04 A; integrated delay = 1.78e+04 A; kinetic thickness = 1.791e+04 A
T = 800 K: delay bound = 2119 A; integrated delay = 2468 A; kinetic thickness = 2581 A
T = 850 K: delay bound = 335 A; integrated delay = 511.4 A; kinetic thickness = 624.2 A
T = 900 K: delay bound = 65.04 A; integrated delay = 144 A; kinetic thickness = 256.8 A
kinetic thickness at 800 K = 4878 bohr
slope of ln(delay) vs 1/kT, 600-620 K: integrated = 2.1630 eV
slope of ln(delay) vs 1/kT: formula = 2.1627 eV
700 K, nucleation barrier lowered 0.5 eV: delay = 3397 A
700 K, glide barrier lowered 0.5 eV: delay = 3397 A
700 K, inherited arms 1.0e-08 1/A^2: delay = 4836 A; bound = 3503 A
700 K, growth 10 A/s: delay = 1.885e+06 A
relaxed strain at 1000 A, grown at 700 K = 1.129e-09
relaxed strain at 1000 A, grown at 1100 K = 0.00835
cold-grown film held 1000 s at 700 K: relaxed = 6.032e-09
cold-grown film held 1000 s at 900 K: relaxed = 0.00621
fraction of equilibrium relaxation after 900 K hold = 0.744
People-Bean thickness = 1398.2 A
kinetic = People-Bean thickness at 819.3 K for growth 1 A/s
kinetic = People-Bean thickness at 885.5 K for growth 10 A/s
ALL CHECKS PASSED
```
